# High-spin to low-spin tunnelling in a model d⁶ complex, part 3

A model $d^6$ complex decays from its high-spin state (HS, $^5T_2$) to its low-spin state (LS, $^1A_1$, mainly $t_2^6$). We want the rate $k$ as a function of temperature and gap. Energies are in cm⁻¹. Both wells are harmonic with frequency $\omega$ along the breathing coordinate $Q$, or $q=Q\sqrt{\mu\omega/\hbar}$ with momentum $\hat\pi$; $\mu$ is the effective ligand mass and $f$ the bond force constant. A bond-length change $\Delta r$ displaces them by $\Delta Q=\sqrt6\,\Delta r$, or $d$ in $q$. The Huang–Rhys factor is

$$S=\tfrac12d^2=\frac{\mu\omega\,\Delta Q^2}{2\hbar}=\frac{f\,\Delta Q^2}{2\hbar\omega}.$$

The gap is $\Delta E^0=p\hbar\omega$, the crossing $q_c=(S+p)/d$ and the barrier $E_a=\hbar\omega\,\frac{(S-p)^2}{4S}$. With $\theta=\hbar\omega/k_BT$, $x=e^{-\theta}$ and $\bar n=x/(1-x)$,

$$k(T)=\frac{2\pi\beta^2}{\hbar^2\omega}F_p(T),$$

$$F_p(T)=\exp\left[-S\coth\frac\theta2+\frac{p\theta}2\right]I_p\!\left(\frac S{\sinh(\theta/2)}\right),$$

with $I_p$ the modified Bessel function. Equivalently,

$$F_n=e^{-S(2\bar n+1)}\sum_{j\ge0}\frac{[S(\bar n+1)]^{j+n}[S\bar n]^j}{(j+n)!\,j!},$$

or $F_p=\sum_m\rho_m|\langle m+p|D|m\rangle|^2$, where $\rho_m=(1-x)x^m$, $D$ translates by $d$, and

$$\langle m+p|D|m\rangle=e^{-S/2}S^{p/2}\sqrt{\frac{m!}{(m+p)!}}\;L_m^p(S),$$

with $L_m^p$ the associated Laguerre polynomial. For non-integer $p$, $P(p)=e^{-S}S^p/\Gamma(p+1)$ and $a=d\ln P/dp=\ln S-\psi(p+1)$, $\psi=\Gamma'/\Gamma$.

The squared coupling is $\beta^2=wV^2$: $V$ is the second-order spin–orbit coupling and $w$ the thermal weight of the coupled HS direction. The nonadiabatic condition is small $\gamma=V^2/[(\hbar\omega)^2(S-p)]$.

The example has $\hbar\omega=250$ cm⁻¹, $\hbar\omega/k_B=359.7$ K, $\omega=4.709\times10^{13}$ s⁻¹, $S=45$, $p=4$, $\Delta r=0.2$ Å, $V=108.3$ cm⁻¹ and fixed $w=\tfrac1{15}$. Three effects are left out:

- In a trigonal field of 1000 cm⁻¹, $w$ falls from 0.20 towards 0.04 on warming; five sublevels span 44.5 cm⁻¹.
- A mode band of relative width $\eta=0.2$ multiplies the rate by 1.7 (the band factor).
- Higher orders in the spin–orbit constant $\zeta$ lower rates by about 14%.

In the program's output, `H_SO` is spin–orbit coupling, `P_HS` projects onto HS, `B` and `C` are Racah parameters, `10Dq` is the ligand-field parameter, and `DT` is the triplet height above the crossing.

## 9. The plateau

As $T\to0$, $\bar n\to0$ and only $j=0$ survives in the series for $F_p$:

$$k_0=\frac{2\pi\beta^2}{\hbar^2\omega}\,\frac{e^{-S}S^p}{\Gamma(p+1)} .$$

That this is tunnelling is seen at $p=0$. The crossing is at $d/2$, the imaginary momentum at distance $s$ from either minimum is $|\hat\pi|\approx s$, and the WKB amplitude is $\exp[-2\int_0^{d/2}s\,ds]=e^{-d^2/4}=e^{-S/2}$, whose square is $e^{-S}$. The word multiphonon refers to the $p$ quanta left in the LS well.

For the example, the prefactor written as $2\pi(\beta/\hbar\omega)^2\omega$ is

$$2\pi\times\frac{108.3^2/15}{250^2}\times4.709\times10^{13}\ \text{s}^{-1}=3.70\times10^{12}\ \text{s}^{-1},$$

the vibrational factor is $2.863\times10^{-20}\times45^4/24=4.89\times10^{-15}$, and $k_0=3.70\times10^{12}\times4.89\times10^{-15}=1.81\times10^{-2}$ s⁻¹, a lifetime of 55 s. Setting $w=1$, its upper bound, multiplies this by 15 to give 0.27 s⁻¹. Given the spread in $w$, the band factor and the higher orders in $\zeta$, the model, with a trigonal field of the size used in section 4, fixes $k_0$ to an order of magnitude; further digits serve only to follow the arithmetic.

The first thermal correction comes from $F_p=(1-x)\sum_mx^m|\langle m+p|D|m\rangle|^2$. Let $r_m$ be the ratio of the $m$-th squared overlap to the zeroth. Since $L_1^p(S)=p+1-S$ and $[1!/(p+1)!]/[0!/p!]=1/(p+1)$, one has $r_1=(S-p-1)^2/(p+1)$. Multiplying out $(1-x)$,

$$\frac{F_p(T)}{F_p(0)}=1+\sum_{m\ge1}(r_m-r_{m-1})x^m=1+R\,e^{-\theta}+\dots,\qquad R=\frac{(S-p-1)^2}{p+1}-1 .$$

Here $R=40^2/5-1=319$: the first excited HS level tunnels 320 times faster than the ground level, because its wavefunction reaches further under the barrier. The program tests the coefficient at 20 K to one part in $10^4$. The plateau ends when this gain offsets the Boltzmann factor, $Re^{-\theta}=1$:

$$T^*=\frac{\hbar\omega}{k_B\ln R}=\frac{359.7\ \text{K}}{\ln319}=62.4\ \text{K}.$$

The plateau ends far below $\hbar\omega/k_B$ because $S$ is large, but only logarithmically so. The exact doubling temperature is 59.5 K; it is lower than $T^*$ (asserted within 10%) because the next terms add to the rate while $r_m$ grows with $m$, as it does for levels well below the barrier top.

| $T$ (K) | $k$ (s⁻¹) | classical (s⁻¹) | $E_{\rm loc}$ (cm⁻¹) |
|---|---|---|---|
| 10 | $1.811\times10^{-2}$ | $1.2\times10^{-134}$ | 0.0 |
| 30 | $1.815\times10^{-2}$ | $1.3\times10^{-37}$ | 0.5 |
| 60 | $3.7\times10^{-2}$ | $1.8\times10^{-13}$ | 167 |
| 100 | $3.0$ | $7.6\times10^{-4}$ | 876 |
| 200 | $3.9\times10^{4}$ | $1.1\times10^{4}$ | 1757 |
| 300 | $3.5\times10^{6}$ | $2.3\times10^{6}$ | 1984 |

The first two rows keep four figures only to show the 0.2% rise, which matches $319\,e^{-359.7/30}\approx0.002$.

## 10. The activated regime

For large argument start from $I_p(y)=\frac1\pi\int_0^\pi e^{y\cos\phi}\cos p\phi\,d\phi$, the Fourier coefficient of $e^{y\cos\phi}$ for integer $p$. When $y\gg1$ the integrand is confined to small $\phi$; putting $\cos\phi\approx1-\phi^2/2$ and extending the range gives $I_p\approx e^{\,y-p^2/2y}/\sqrt{2\pi y}$. With $y=S/\sinh(\theta/2)$ and $(\cosh u-1)/\sinh u=\tanh(u/2)$, the large terms combine to $-S\coth(\theta/2)+y=-S\tanh(\theta/4)$. For $\theta\ll1$, $y\approx2S/\theta$ and the exponent is

$$-\frac{S\theta}4+\frac{p\theta}2-\frac{p^2\theta}{4S}=-\theta\,\frac{(S-p)^2}{4S}=-\frac{E_a}{k_BT}.$$

Therefore $F_p\to(4\pi S/\theta)^{-1/2}e^{-E_a/k_BT}$, and

$$k_{\rm cl}=\frac{2\pi\beta^2}{\hbar}\,\frac{e^{-E_a/k_BT}}{\sqrt{4\pi S\hbar\omega\,k_BT}},$$

the nonadiabatic Marcus form with reorganisation energy $S\hbar\omega$. The program tests the limit at a formal temperature of 3000 K, where the ratio of $F_p$ to the classical form is 1.0009.

The largest quantum correction for $p\ll S$ and $S\theta>4$ comes from $\tanh u\approx u-u^3/3$, which adds $+S\theta^3/192$ to the exponent. At 300 K, $\theta=359.7/300=1.20$ and the factor is $\exp(45\times1.20^3/192)\approx1.5$, in line with the ratio $3.54/2.34=1.5$ of the two computed rates. The prefactor $(2\pi y)^{-1/2}\propto\sqrt{\sinh(\theta/2)}$ adds a relative correction $\theta^2/48$, which is the smaller of the two when $S\theta>4$. The next term of the large-argument expansion of $I_p$ adds $1/8y\approx\theta/16S$, the smallest of the three when $S\theta>4$ and the largest when $S\theta<3$; at 3000 K, $\theta=0.12$, the three are $4.0$, $3.0$ and $1.7\times10^{-4}$ and sum to the 0.0009 found above. The condition $S\theta^3/192\ll1$ means $\theta\ll(192/S)^{1/3}$, about 1.6 at $S=45$; it is stricter than $\theta\ll1$ only for $S>192$.

The slope of an Arrhenius plot has an exact meaning at constant $\beta$. With $b=1/k_BT$, $F_p=\sum_me^{-b\hbar\omega m}r_m\,F_p(0)/\sum_me^{-b\hbar\omega m}$, and differentiating the logarithm of numerator and denominator,

$$E_{\rm loc}=-\frac{d\ln k}{db}=\hbar\omega\left(\langle m\rangle_{\rm react}-\bar n\right),\qquad\langle m\rangle_{\rm react}=\frac{\sum_mm\,x^mr_m}{\sum_mx^mr_m}.$$

This is Tolman's relation: the mean energy of the systems that react minus the mean energy of all. The program tests it against a finite difference of the Bessel form at each tabulated temperature. At 100 K the reacting molecules carry about 880 cm⁻¹, between three and four quanta, so they still tunnel well below the barrier top. At 300 K the slope is 1984 cm⁻¹, 15% below $E_a$. The deficit follows from the expansion above: $\ln F_p\approx-bE_a+\tfrac12\ln b+S(b\hbar\omega)^3/192+\text{const}$ gives $E_{\rm loc}\approx E_a-\tfrac12k_BT-3S\theta^2\hbar\omega/192\approx2335-104-253\approx1980$ cm⁻¹. An Arrhenius slope measured near room temperature underestimates the classical barrier in this model.

Near the equilibrium temperature the reverse process matters, and the observed relaxation rate is the sum of the forward and reverse rates. The table lists the forward rate only.

## 11. The inverse energy-gap law

At fixed $S$, $\omega$ and $\beta$, the relation $\Gamma(p+2)=(p+1)\Gamma(p+1)$ gives

$$\frac{k_0(p+1)}{k_0(p)}=\frac S{p+1},\qquad\frac{d\ln k_0}{dp}=\ln S-\psi(p+1).$$

Each extra quantum of gap multiplies the plateau rate by $S/(p+1)$, which exceeds one while $p+1<S$. From $p=2$ to $p=4$ the factor is $45^2/(3\times4)\approx170$, the ratio of $1.81\times10^{-2}$ to $1.07\times10^{-4}$ s⁻¹ quoted at the start. The physical cause is in the overlap: a higher LS level has its outer turning point closer to the HS minimum, so the forbidden region narrows. In units of decades per 1000 cm⁻¹ the slope is $a\,(1000/250)/\ln10$, which at $p=4$ is $2.3005\times4/\ln10=4.00$.

The law is exponential only locally. The curvature $d^2\ln k_0/dp^2=-\psi'(p+1)$ is negative for all $p\ge0$, since $\psi'(z)=\sum_{j\ge0}(z+j)^{-2}$, and with $\psi(p+1)\approx\ln(p+\tfrac12)$ the slope is about $\ln[S/(p+\tfrac12)]$.

| $p$ | $\Delta E^0$ (cm⁻¹) | $k_0$ (s⁻¹) | decades per 1000 cm⁻¹ | $T_{1/2}$ (K) |
|---|---|---|---|---|
| 1 | 250 | $4.8\times10^{-6}$ | 5.9 | 129 |
| 2 | 500 | $1.1\times10^{-4}$ | 5.0 | 193 |
| 4 | 1000 | $1.8\times10^{-2}$ | 4.0 | 300 |
| 8 | 2000 | $4.4\times10^{1}$ | 2.9 | 498 |
| 16 | 4000 | $1.4\times10^{6}$ | 1.7 | 879 |

The slope falls by more than a factor of three across the table. The program tests, on the quadrature overlaps, the step ratio $S/(p+1)$, the rise below the maximum, the fall above it and the concavity. It tests the slope formula through the Taylor series of the central difference: for $Y=\ln P$, $\tfrac12[Y(p+1)-Y(p-1)]=Y'+Y'''/6+Y^{(5)}/120+\dots$ with $Y'''=-\psi''$ and $Y^{(5)}=-\psi''''$, and the residual after the third-derivative term must match the fifth-derivative term within a factor between 0.9 and 1.5.

The maximum is at $p\approx S$; for $S=45$ the values at $p=44$ and $45$ are equal because their ratio is $S/45=1$, and the formula gives $2.2\times10^{11}$ s⁻¹. There the barrier has vanished, and the estimate $\gamma$ diverges because it neglects the zero-point momentum, so the nonadiabatic condition is not established by the argument above and the value is formal. For $p\gg S$, Stirling's formula $\ln\Gamma(p+1)\approx p\ln p-p$ gives $\ln P\approx-S-p[\ln(p/S)-1]$, the ordinary energy-gap law for nested wells, in which the rate falls with the gap. The two laws are the two flanks of one Poisson distribution, and spin-crossover complexes lie on the rising flank because $S$ is much larger than $p$.

The condition of fixed $S$ is strict. From $\partial\ln k_0/\partial S=p/S-1\approx-1$ and $S\propto\Delta r^2$, a 10% smaller $\Delta r$ lowers $S$ by about a fifth, that is by eight to nine units at $S=45$, and raises $k_0$ by more than three orders of magnitude at small $p$. Complexes can be compared on one curve only if bond-length change and stiffness are nearly equal. Likewise, if elastic interactions in a crystal shift the gap by $\delta p$ as the HS fraction changes, the rate changes by $e^{a\,\delta p}$ during the decay, and the single-exponential kinetics of isolated centres is lost.

## 12. From the gap to the transition temperature

$\Delta E^0$ is reached experimentally through the temperature $T_{1/2}$ at which HS and LS populations are equal. The entropy that drives the crossover comes from the electronic degeneracy $g$ and from modes that soften in the HS state. Model the latter as $N$ undisplaced spectator modes with frequencies $\omega_L>\omega_H$. Counting each oscillator from its zero-point level, whose differences are included in $\Delta E^0$, $Z=1/(1-e^{-\theta})$ and the population ratio of isolated centres is $g\,e^{-\Delta E^0/k_BT}(Z_H/Z_L)^N$. The modes of equal frequency cancel. Setting the ratio to one,

$$\Delta E^0=\mathcal G(T_{1/2}),\qquad\mathcal G(T)=k_BT\left[\ln g+N\ln\frac{1-e^{-\theta_L}}{1-e^{-\theta_H}}\right].$$

$\mathcal G$ is minus a difference of free energies, so $d\mathcal G/dT$ is the entropy difference $k_B\ln g+N[s(\theta_H)-s(\theta_L)]$. The oscillator entropy $s$ decreases with $\theta$ and $\theta_H<\theta_L$, so the derivative is positive and $T_{1/2}$ rises monotonically with the gap; the program asserts this between 20 and 3000 K and checks the population ratio with explicit partition sums. Since $k_0$ also rises with the gap for $p<S$, a higher $T_{1/2}$ means a shorter-lived HS state at low temperature, which is the form in which the inverse law is observed. The relation is not a proportionality: doubling the gap from 250 to 500 cm⁻¹ moves $T_{1/2}$ from 129 to 193 K, because the vibrational entropy is still growing with temperature.

The example takes $g=5$, the limit of five equally occupied spin sublevels (with the spread of 44.5 cm⁻¹ found in section 4 the effective value is nearer 4 at 129 K), and $N=15$ modes at 300 (LS) and 200 (HS) cm⁻¹. At 300 K, $k_BT=250\times300/359.7\approx208.5$ cm⁻¹, $\theta_L\approx1.44$, $\theta_H\approx0.96$, the bracket is $\ln5+15\times0.212\approx4.80$, and the product is 1000 cm⁻¹, so $T_{1/2}=300$ K for $p=4$. The two highest entries of the table are formal, since the higher HS sublevels would be populated there and $g$ would exceed 5.

The spectator modes also enter the rate. Their ground functions are $\propto\omega^{1/4}e^{-\mu\omega Q^2/2\hbar}$, whose overlap integral is $(\omega_L\omega_H)^{1/4}\sqrt{2/(\omega_L+\omega_H)}$, so the squared overlap per mode is $2\sqrt{\omega_L\omega_H}/(\omega_L+\omega_H)$, and for fifteen modes 0.736. This factor does not depend on the gap and is not included in the tabulated rates. The remaining probability, $1-0.736$, goes to channels that by parity excite at least two LS quanta, 600 cm⁻¹. At $p=4$ this removes at least $0.6\times4.0=2.4$ decades from the breathing-mode factor, and more because of the concavity, so these channels change $k_0$ by less than one per cent. At $T=0$ and gaps of this size the softened modes therefore rescale the plateau rate by a constant, to within one per cent, and leave the slope $\ln S-\psi(p+1)$ as derived to that accuracy. At $p=16$ only about $0.6\times1.7\approx1$ decade is removed and these channels add a few per cent; as $p$ approaches $S$ they are no longer suppressed and the factor depends on the gap. A frequency change along the displaced mode itself, or anharmonicity over a distance of nine oscillator lengths, would alter the exponent and is outside this model.

The program that produced the computed numbers above, apart from the full-space values quoted as caveats in section 4, follows together with its output.

## Values computed for the example and the checks

```
inputs: S=45, hw=250 cm^-1, gap=1000 cm^-1, p=4, dr=0.2 A
inputs: B=800, C=3600, zeta=400, trigonal=1000 cm^-1, eta=0.2
inputs: g=5, N=15, wLS=300, wHS=200 cm^-1
omega=4.7091e+13 s^-1, hw/kB=359.7 K, d=9.487, dQ=0.490 A
f=186.2 N/m, mass=50.6 u, S*hw=11250 cm^-1
norms squared (zeta=1): H_SO|t2^6> 6.0000, P_HS H_SO^2|t2^6> 18.0000
crossing 10Dq=15119 cm^-1, triplet gap DT=5284 cm^-1, t2^6 weight=0.962
V strong-field=128.5, second order=108.3, all orders=100.7 cm^-1
Oh: coupled level at 500.0 cm^-1, weight in lowest 8 levels=0.0
trigonal: w(lowest)=0.1965, mean w(5 lowest)=0.0393, spread=44.5 cm^-1
strong trigonal limit: w(lowest)=0.3332, mean w(5 lowest)=0.0666
beta=V/sqrt(15)=28.0 cm^-1, prefactor=3.704e+12 s^-1
gamma=0.0046, exact splitting=1.545e-05 cm^-1
splitting/(2V overlap)-1: 0.0194 at V, 0.0048 at V/2
band: a=2.3005, first-order factor=1.498, smooth/P(p)=1.690
ripple: 0.0390 (estimate 0.0850) at eta=0.2, 2.867 at eta=0.05
exp(-S)=2.863e-20, F_p(0)=4.891e-15, k0=1.811e-02 s^-1, lifetime=55.2 s
k0 with w=1: 2.717e-01 s^-1
R=319.0, T*=62.4 K, doubling T=59.5 K
Ea=2335 cm^-1 = 27.9 kJ/mol, F/F_classical(3000 K)=1.0009
T= 10 K: k=1.811e-02, classical=1.215e-134 s^-1, E_loc=0.0 cm^-1
T= 30 K: k=1.815e-02, classical=1.268e-37 s^-1, E_loc=0.5 cm^-1
T= 50 K: k=2.286e-02, classical=2.778e-18 s^-1, E_loc=56.5 cm^-1
T= 60 K: k=3.747e-02, classical=1.849e-13 s^-1, E_loc=167.3 cm^-1
T= 80 K: k=2.533e-01, classical=1.919e-07 s^-1, E_loc=519.3 cm^-1
T=100 K: k=3.021e+00, classical=7.618e-04 s^-1, E_loc=876.3 cm^-1
T=150 K: k=8.127e+02, classical=4.536e+01 s^-1, E_loc=1468.2 cm^-1
T=200 K: k=3.914e+04, classical=1.061e+04 s^-1, E_loc=1757.3 cm^-1
T=300 K: k=3.538e+06, classical=2.339e+06 s^-1, E_loc=1984.0 cm^-1
p= 1 gap=250 cm^-1: k0=4.771e-06 s^-1, slope=5.88 dec/1000cm^-1, T_half=129 K
p= 2 gap=500 cm^-1: k0=1.073e-04 s^-1, slope=5.01 dec/1000cm^-1, T_half=193 K
p= 4 gap=1000 cm^-1: k0=1.811e-02 s^-1, slope=4.00 dec/1000cm^-1, T_half=300 K
p= 8 gap=2000 cm^-1: k0=4.422e+01 s^-1, slope=2.89 dec/1000cm^-1, T_half=498 K
p=16 gap=4000 cm^-1: k0=1.433e+06 s^-1, slope=1.74 dec/1000cm^-1, T_half=879 K
k0 at maximum (p=44,45)=2.199e+11 s^-1, spectator 0-0 factor=0.736
```
